# Domain-Wall Energies from Two-Wall Supercells: Strain References and Extrapolation: verification in Python

```python
"""Domain-wall energy from periodic cells containing two walls.

Result under test: w = lim [E(N, eta) - N*e_bulk(eta)]/2, N = 2n.
At clamped strain the finite-size error is exponential in n:
    w_n - w = -2 J sinh(kappa) C^2 exp(-kappa n).
If each cell relaxes its strain, the error is instead
    -2 w'^2/(N K') with the equal-strain bulk reference, and
    -w'^2/(N K') with the relaxed-bulk reference.

Symbols: p = dimensionless layer polarization; eta = common in-plane strain;
V = double-well energy; J = interlayer coupling; B = strain coupling;
K = elastic stiffness per layer; K' = stiffness after p relaxes;
w = energy per wall and surface cell; w' = dw/deta at eta = 0;
kappa, C = decay rate per layer and amplitude of an isolated wall's tail.
Energies are in meV. Normal stress is zero in the model.
"""
import numpy as np
from scipy.optimize import root
from scipy.constants import e as electron_charge

V, J, B, K = 30.0, 40.0, 1500.0, 150000.0
AREA_NM2 = 0.25
CLAMPED_STRAIN = 0.005


def energy(p, eta):
    local = V*(p*p - 1)**2 - B*eta*(p*p - 1) + K*eta**2/2
    return np.sum(local) + J/2*np.sum((p - np.roll(p, -1))**2)


def relax(start, eta=0.0, free_strain=False):
    """Newton solution for a periodic cell; returns p, eta, p-Hessian."""
    p = np.array(start, dtype=float)
    size = len(p)
    identity = np.eye(size)
    laplacian = (2*identity - np.roll(identity, 1, axis=0)
                 - np.roll(identity, -1, axis=0))
    for _ in range(100):
        gradient = 4*V*p*(p*p - 1) - 2*B*eta*p + J*laplacian @ p
        hessian = np.diag(V*(12*p*p - 4) - 2*B*eta) + J*laplacian
        if free_strain:
            full = np.zeros((size + 1, size + 1))
            full[:size, :size] = hessian
            full[:size, size] = full[size, :size] = -2*B*p
            full[size, size] = size*K
            strain_gradient = -B*np.sum(p*p - 1) + size*K*eta
            step = np.linalg.solve(full, -np.append(gradient, strain_gradient))
            p = p + step[:size]
            eta = eta + step[size]
        else:
            step = np.linalg.solve(hessian, -gradient)
            p = p + step
        if np.max(np.abs(step)) < 1e-11:
            return p, eta, hessian
    raise RuntimeError("Newton relaxation did not converge")


def bulk_energy(eta):
    p, _, _ = relax(np.ones(4), eta)
    return energy(p, eta)/4


def two_domains(first, second):
    return np.concatenate([np.ones(first), -np.ones(second)])


def clamped_wall(n, eta=0.0):
    p, _, hessian = relax(two_domains(n, n), eta)
    assert np.linalg.eigvalsh(hessian)[0] > 0
    return (energy(p, eta) - 2*n*bulk_energy(eta))/2


def isolated_wall(eta=0.0, layers=14):
    """One antisymmetric wall, solved on a half chain ending in bulk."""
    p_bulk = np.sqrt(1 + B*eta/(2*V))

    def residual(p):
        left = np.concatenate([[-p[0]], p[:-1]])
        right = np.concatenate([p[1:], [p_bulk]])
        return 4*V*p*(p*p - 1) - 2*B*eta*p + J*(2*p - left - right)

    guess = np.full(layers, p_bulk)
    guess[0] = 0.7*p_bulk
    p = root(residual, guess, options={"xtol": 1e-14}).x
    assert np.max(np.abs(residual(p))) < 1e-8

    def site(q):
        return V*(q*q - 1)**2 - B*eta*(q*q - 1)

    bonds = np.diff(np.append(p, p_bulk))
    wall = (2*np.sum(site(p) - site(p_bulk)) + J/2*(2*p[0])**2
            + J*np.sum(bonds**2))
    return wall, p


def geometric_limit(a, b, c):
    return c - (c - b)**2/(c - 2*b + a)


def to_mj_per_m2(mev):
    return mev*1e-3*electron_charge/(AREA_NM2*1e-18)*1e3


# Bulk reference: numerical relaxation against the closed form.
K_relaxed = K - B**2/(2*V)
for strain in (-0.004, 0.002, CLAMPED_STRAIN):
    assert abs(bulk_energy(strain) - K_relaxed*strain**2/2) < 1e-8

# Isolated wall and its tail.
w_isolated, profile = isolated_wall()
kappa = np.arccosh(1 + 4*V/J)
tail_rate = np.log((1 - profile[5])/(1 - profile[6]))
assert abs(tail_rate - kappa) < 1e-3
tail_C = (1 - profile[6])*np.exp(kappa*6.5)
amplitude = 2*J*np.sinh(kappa)*tail_C**2

print(f"V = {V:.0f} meV, J = {J:.0f} meV, B = {B:.0f} meV, K = {K:.0f} meV")
print(f"surface-cell area A = {AREA_NM2:.2f} nm^2")
print(f"relaxed stiffness K' = {K_relaxed:.0f} meV")
print("isolated wall p at 0.5, 1.5, 2.5 layers:",
      " ".join(f"{q:.5f}" for q in profile[:3]))
print(f"kappa = {kappa:.5f} per layer, exp(-kappa) = {np.exp(-kappa):.5f}")
print(f"tail amplitude C = {tail_C:.5f}")
print(f"interaction prefactor 2 J sinh(kappa) C^2 = {amplitude:.3f} meV")
print(f"isolated-wall energy w = {w_isolated:.6f} meV")

# Clamped cells at the relaxed-bulk strain.
print("clamped eta=0: n, w_n (meV), w_n-w (meV), predicted (meV)")
clamped = {}
for n in range(3, 9):
    clamped[n] = clamped_wall(n)
    print(f"  {n}  {clamped[n]:.6f}  {clamped[n]-w_isolated:.3e}"
          f"  {-amplitude*np.exp(-kappa*n):.3e}")
ratio = (clamped[8] - w_isolated)/(-amplitude*np.exp(-kappa*8))
assert abs(ratio - 1) < 2e-3  # higher powers of the tail remain
w_geometric = geometric_limit(clamped[4], clamped[5], clamped[6])
assert abs(w_geometric - w_isolated) < 0.1*abs(clamped[6] - w_isolated)
print(f"geometric limit from n=4,5,6: {w_geometric:.6f} meV,"
      f" error {w_geometric-w_isolated:.2e} meV")
print(f"wall energy gamma = {to_mj_per_m2(w_geometric):.3f} mJ/m^2")

# Two unequal gaps: each gap contributes its own attraction.
p_uneven, _, _ = relax(two_domains(6, 10))
uneven_shift = energy(p_uneven, 0.0) - 16*bulk_energy(0.0) - 2*w_isolated
uneven_prediction = -amplitude*(np.exp(-6*kappa) + np.exp(-10*kappa))
assert abs(uneven_shift/uneven_prediction - 1) < 0.01
print(f"gaps 6 and 10: total interaction {uneven_shift:.3e} meV,"
      f" predicted {uneven_prediction:.3e} meV")
print(f"gaps 8 and 8: total interaction {2*(clamped[8]-w_isolated):.3e} meV")

# Strain derivative: stationarity formula against finite differences.
w_slope = 2*B*np.sum(1 - profile**2)
h = 1e-4
w_slope_numeric = (clamped_wall(12, h) - clamped_wall(12, -h))/(2*h)
assert abs(w_slope_numeric/w_slope - 1) < 1e-4
print(f"strain derivative w' = {w_slope:.3f} meV,"
      f" finite difference {w_slope_numeric:.3f} meV")


def relaxed_cell(n):
    start, _, _ = relax(two_domains(n, n))
    p, eta, hessian = relax(start, 0.0, free_strain=True)
    assert np.linalg.eigvalsh(hessian)[0] > 0
    total = energy(p, eta)
    equal_strain = (total - 2*n*bulk_energy(eta))/2
    relaxed_reference = (total - 2*n*bulk_energy(0.0))/2
    return eta, equal_strain, relaxed_reference


# Relaxed common strain: algebraic finite-size error.
print("relaxed strain: N, eta_N, equal-strain w, relaxed-bulk w (meV)")
sizes = np.array([16, 24, 32])
relaxed = []
for N in sizes:
    relaxed.append(relaxed_cell(N//2))
    print(f"  {N}  {relaxed[-1][0]:.6f}  {relaxed[-1][1]:.5f}"
          f"  {relaxed[-1][2]:.5f}")
relaxed = np.array(relaxed)
limits = [np.polyfit(1/sizes, relaxed[:, col], 2)[-1] for col in (1, 2)]
for col, limit in zip((1, 2), limits):
    assert abs(limit - w_isolated) < 0.05*abs(relaxed[-1, col] - w_isolated)
wrong_law = geometric_limit(*relaxed[:, 1])
assert abs(wrong_law - w_isolated) > 5*abs(limits[0] - w_isolated)
print(f"quadratic 1/N limit, equal-strain data: {limits[0]:.5f} meV")
print(f"quadratic 1/N limit, relaxed-bulk data: {limits[1]:.5f} meV")
print(f"geometric formula on equal-strain data: {wrong_law:.5f} meV")

large_N = 400
eta_large, equal_large, reference_large = relaxed_cell(large_N//2)
coefficient_equal = large_N*(equal_large - w_isolated)
coefficient_reference = large_N*(reference_large - w_isolated)
predicted_coefficient = -2*w_slope**2/K_relaxed
# The remaining relative discrepancy is of order 1/N.
assert abs(coefficient_equal/predicted_coefficient - 1) < 0.02
assert abs(coefficient_reference/(predicted_coefficient/2) - 1) < 0.02
assert abs(eta_large/(-2*w_slope/(large_N*K_relaxed)) - 1) < 0.02
print(f"predicted 1/N coefficients: {predicted_coefficient:.3f} (equal strain),"
      f" {predicted_coefficient/2:.3f} (relaxed bulk) meV")
print(f"measured at N={large_N}: {coefficient_equal:.3f},"
      f" {coefficient_reference:.3f} meV")

# A cell clamped away from the relaxed bulk strain.
w_strained, _ = isolated_wall(CLAMPED_STRAIN)
print(f"clamped eta={CLAMPED_STRAIN}: bulk excess"
      f" {bulk_energy(CLAMPED_STRAIN):.5f} meV per layer")
print("  N, equal-strain w (meV), wrong-reference w (meV)")
wrong_reference = {}
for N in (8, 16, 24):
    matched = clamped_wall(N//2, CLAMPED_STRAIN)
    p, _, _ = relax(two_domains(N//2, N//2), CLAMPED_STRAIN)
    wrong_reference[N] = (energy(p, CLAMPED_STRAIN) - N*bulk_energy(0.0))/2
    print(f"  {N}  {matched:.5f}  {wrong_reference[N]:.5f}")
assert abs(matched - w_strained) < 1e-6
growth = (wrong_reference[24] - wrong_reference[16])/8
assert abs(growth - K_relaxed*CLAMPED_STRAIN**2/4) < 1e-4
print(f"isolated wall at this strain: {w_strained:.5f} meV")
print(f"wrong-reference growth: {growth:.5f} meV per added layer")

# Site-centred walls are stationary but unstable.
n_site = 12
site_start = two_domains(n_site, n_site)
site_start[[0, n_site]] = 0.0
p_site, _, site_hessian = relax(site_start)
w_site = (energy(p_site, 0.0) - 2*n_site*bulk_energy(0.0))/2
negative_modes = int(np.sum(np.linalg.eigvalsh(site_hessian) < 0))
assert negative_modes == 2 and w_site > w_isolated
print(f"site-centred wall: {w_site:.5f} meV,"
      f" {negative_modes} unstable modes in the two-wall cell")
print(f"site-centred minus bond-centred: {w_site-w_isolated:.5f} meV")
print("tests ok")
```

It prints:

```
V = 30 meV, J = 40 meV, B = 1500 meV, K = 150000 meV
surface-cell area A = 0.25 nm^2
relaxed stiffness K' = 112500 meV
isolated wall p at 0.5, 1.5, 2.5 layers: 0.68346 0.95778 0.99460
kappa = 2.06344 per layer, exp(-kappa) = 0.12702
tail amplitude C = 0.93927
interaction prefactor 2 J sinh(kappa) C^2 = 273.349 meV
isolated-wall energy w = 57.889428 meV
clamped eta=0: n, w_n (meV), w_n-w (meV), predicted (meV)
  3  57.324413  -5.650e-01  -5.601e-01
  4  57.818159  -7.127e-02  -7.115e-02
  5  57.880388  -9.040e-03  -9.037e-03
  6  57.888280  -1.148e-03  -1.148e-03
  7  57.889282  -1.458e-04  -1.458e-04
  8  57.889409  -1.852e-05  -1.852e-05
geometric limit from n=4,5,6: 57.889426 meV, error -1.75e-06 meV
wall energy gamma = 37.100 mJ/m^2
gaps 6 and 10: total interaction -1.148e-03 meV, predicted -1.148e-03 meV
gaps 8 and 8: total interaction -3.704e-05 meV
strain derivative w' = 1883.599 meV, finite difference 1883.598 meV
relaxed strain: N, eta_N, equal-strain w, relaxed-bulk w (meV)
  16  -0.002078  53.98753  55.93156
  24  -0.001389  55.27888  56.58117
  32  -0.001043  55.92813  56.90713
quadratic 1/N limit, equal-strain data: 57.89015 meV
quadratic 1/N limit, relaxed-bulk data: 57.88957 meV
geometric formula on equal-strain data: 56.58460 meV
predicted 1/N coefficients: -63.075 (equal strain), -31.537 (relaxed bulk) meV
measured at N=400: -63.050, -31.529 meV
clamped eta=0.005: bulk excess 1.40625 meV per layer
  N, equal-strain w (meV), wrong-reference w (meV)
  8  67.31898  72.94398
  16  67.37205  78.62205
  24  67.37206  84.24706
isolated wall at this strain: 67.37206 meV
wrong-reference growth: 0.70313 meV per added layer
site-centred wall: 64.30330 meV, 2 unstable modes in the two-wall cell
site-centred minus bond-centred: 6.41387 meV
tests ok
```
